# Why a Morse Si–H stretch has 31 bound levels

**Question**

I am working on an exercise about hydrogen at a silicon/oxide interface. The Si–H stretch is modelled by a Morse potential with harmonic constant $w=2170\ \mathrm{cm^{-1}}$ and anharmonic constant $b=35\ \mathrm{cm^{-1}}$, so that the term values are

$$G(v)=w\left(v+\tfrac12\right)-b\left(v+\tfrac12\right)^2 .$$

I must show that there are 31 bound levels, and that this number is twice the well depth divided by the harmonic quantum. Two things block me. Dividing the depth by the quantum gives 15.5, and I don't see where the factor of two comes from. I also tried to count the $v$ for which $G(v)$ lies below the dissociation limit, but $G(31)$ lies below it too, and so does $G(40)$. What ends the list?

**Answer**

The formula for $G(v)$ cannot end the list by itself. It is a downward parabola in $v$ whose maximum equals the well depth, so it never rises above the dissociation limit. What ends the list is the requirement that the wavefunction be normalizable, so the count has to come from the Schrödinger equation.

**Constants and depth**

Let $x$ be the stretch from equilibrium, $\mu$ the reduced mass, and

$$V(x)=D\left(1-e^{-ax}\right)^2 .$$

The depth $D$ is an energy measured from the minimum of the well, not from the ground level. For small $x$, $1-e^{-ax}\approx ax$, so $V\approx Da^2x^2$. Comparison with $\tfrac12kx^2$ gives $k=2Da^2$, and the harmonic quantum is

$$hcw=\hbar\sqrt{k/\mu}=\hbar a\sqrt{2D/\mu}.$$

Define a second energy and a pure number:

$$hcb=\frac{\hbar^2a^2}{2\mu},\qquad \lambda=\frac{\sqrt{2\mu D}}{\hbar a}.$$

That this $b$ is your anharmonic constant will follow from the spectrum. Multiplying out,

$$\lambda^2\,hcb=\frac{2\mu D}{\hbar^2a^2}\,\frac{\hbar^2a^2}{2\mu}=D,\qquad
2\lambda\,hcb=\frac{\hbar a\sqrt{2\mu D}}{\mu}=\hbar a\sqrt{\frac{2D}{\mu}}=hcw .$$

Dividing twice the first relation by the second, and then reading the second alone, gives

$$\frac{2D}{hcw}=\lambda=\frac{w}{2b}.$$

So $\lambda$ is the ratio in your exercise. It remains to show how it fixes the number of levels.

**The equation without units**

The Schrödinger equation, with the square expanded, is

$$-\frac{\hbar^2}{2\mu}\psi''+D\left(1-2e^{-ax}+e^{-2ax}\right)\psi=E\psi .$$

Move $D\psi$ to the right, divide by $hcb$, and use $D/(hcb)=\lambda^2$. With the variable $u=ax-\ln\lambda$ we have $e^{-ax}=e^{-u}/\lambda$ and $d^2/dx^2=a^2\,d^2/du^2$, so

$$H_\lambda\psi=\varepsilon\psi,\qquad H_\lambda=-\frac{d^2}{du^2}+e^{-2u}-2\lambda e^{-u},\qquad \varepsilon=\frac{E-D}{hcb}.$$

Dissociation now lies at $\varepsilon=0$. A bound level needs a normalizable $\psi$ with $\varepsilon<0$. At $\varepsilon=0$ there is none: far to the right the potential dies out exponentially, and a nonzero solution tends to $\alpha+\beta u$ with $\alpha,\beta$ not both zero, which is not square-integrable.

I let $u$ run over the whole line, although the bond length must be positive. This is checked below.

**Two factorizations**

Put $s=\lambda-\tfrac12$, $W=s-e^{-u}$, and

$$A=\frac{d}{du}+W,\qquad A^\dagger=-\frac{d}{du}+W .$$

Acting on any smooth $f$,

$$A^\dagger Af=-f''-W'f-Wf'+Wf'+W^2f=-f''+(W^2-W')f,$$

$$AA^\dagger f=-f''+W'f+Wf'-Wf'+W^2f=-f''+(W^2+W')f .$$

Here $W'=e^{-u}$ and $W^2=s^2-2se^{-u}+e^{-2u}$. In the first product the coefficient of $e^{-u}$ is $-(2s+1)=-2\lambda$. In the second it is $-(2s-1)=-2(\lambda-1)$. Therefore

$$A^\dagger A=H_\lambda+s^2,\qquad AA^\dagger=H_{\lambda-1}+s^2 .$$

The same two operators, multiplied in opposite orders, describe two Morse wells whose parameters differ by one.

**One level per step**

Take $s>0$. For a normalized bound state of $H_\lambda$,

$$\varepsilon=\langle\psi|A^\dagger A|\psi\rangle-s^2=\|A\psi\|^2-s^2\ge-s^2 .$$

The integration by parts leaves no boundary terms, because bound states decay exponentially on the right and like $\exp(-e^{-u})$, up to slower factors, on the left. Equality requires $A\psi=0$, that is $\psi'=(-s+e^{-u})\psi$, with the solution

$$\psi_0=\exp\left(-su-e^{-u}\right).$$

This is normalizable for $s>0$, so the ground level is $\varepsilon_0=-s^2$.

Any other bound state has $\varepsilon>-s^2$. Apply $A$ to $A^\dagger A\psi=(\varepsilon+s^2)\psi$:

$$AA^\dagger(A\psi)=(\varepsilon+s^2)A\psi\quad\Longrightarrow\quad H_{\lambda-1}(A\psi)=\varepsilon\,(A\psi).$$

Since $\|A\psi\|^2=(\varepsilon+s^2)\|\psi\|^2$ is finite and positive, $A\psi$ is a bound state of $H_{\lambda-1}$ at the same energy.

Conversely, if $\phi$ is a bound state of $H_{\lambda-1}$, the same argument makes $A^\dagger\phi$ a bound state of $H_\lambda$, provided it is not zero. It would vanish if $\phi'=W\phi$, but then $\phi=\exp(su+e^{-u})$, which grows in both directions and is not normalizable. Bound levels in one dimension are not degenerate, so the levels pair off one to one. With $N(\lambda)$ the number of bound levels,

$$N(\lambda)=1+N(\lambda-1)\qquad\text{for }\lambda>\tfrac12 .$$

**Where the chain stops**

At $\lambda=\tfrac12$ we have $s=0$, so $H_{1/2}=A^\dagger A$ has no negative energies. For smaller $\lambda$,

$$H_\lambda-H_{1/2}=(1-2\lambda)e^{-u}>0,$$

so again there are none. Hence $N(\lambda)=0$ for $\lambda\le\tfrac12$.

For your bond,

$$\lambda=\frac{2170}{2\times35}=31 .$$

The chain $31,30,\dots,2,1$ contributes one level at each member, including the last, since $1>\tfrac12$. The next member is $0$, which has no level. Thus $N=31$, equal to $2D/(hcw)$.

**Recovering $G(v)$, and the false level at $v=31$**

Level $v$ of the original well is the ground level of $H_{\lambda-v}$, so

$$\varepsilon_v=-\left(\lambda-v-\tfrac12\right)^2,\qquad v<\lambda-\tfrac12 .$$

Returning to energies with $E_v=D+hcb\,\varepsilon_v$ and expanding the square,

$$E_v=D-hcb\,\lambda^2+2\lambda\,hcb\left(v+\tfrac12\right)-hcb\left(v+\tfrac12\right)^2 .$$

The first two terms cancel, and $2\lambda\,hcb=hcw$. What remains is $hc\,G(v)$, so $b$ is indeed your anharmonic constant.

The condition $v<30.5$ allows $v=0,\dots,30$. At $v=30$ the bracket $\lambda-v-\tfrac12$ is $+\tfrac12$; at $v=31$ it is $-\tfrac12$. The square is the same, which is why $G(31)=G(30)$ lies below dissociation. But the state needed at $v=31$ would be the ground state of $H_0$, with $s=-\tfrac12$, and the candidate $\exp(-su-e^{-u})$ then grows as $e^{u/2}$. The energy formula gives a number there, but no bound state goes with it.

**The factor of two**

The gap between neighbouring levels is

$$G(v+1)-G(v)=w-2b(v+1).$$

It starts at $2170-70=2100\ \mathrm{cm^{-1}}$ and falls linearly to $2170-2100=70\ \mathrm{cm^{-1}}$ between $v=29$ and $v=30$. The average gap is therefore about half the harmonic quantum, and about twice as many levels fit as with equal spacing: 31 instead of 15.5.

**Numbers, and when the ratio is not an integer**

The depth is

$$\frac{D}{hc}=\frac{w^2}{4b}=\frac{2170^2}{140}=33635\ \mathrm{cm^{-1}},$$

or 4.17 eV. The ground level lies $1076.25\ \mathrm{cm^{-1}}$ above the minimum. If you measured the depth from there, the ratio would be 30.008 instead of 31, so the choice of zero matters. The highest level is bound by $35\times(\tfrac12)^2=8.75\ \mathrm{cm^{-1}}$, about 1.1 meV.

To check the extension to negative bond lengths, the Hamiltonian was diagonalized numerically for positive bond lengths alone, with an equilibrium length of 0.148 nm. It gave 31 levels below dissociation, agreeing with $G(v)$ to better than $10^{-9}\ \mathrm{cm^{-1}}$. That residue is rounding error and changes with the grid. The true shift caused by a wall at zero bond length is far smaller, below $10^{-100}\ \mathrm{cm^{-1}}$ for $v=0$, $15$ and $30$. The extension is harmless here.

In general the count is the smallest integer not below $\lambda-\tfrac12$, or zero if $\lambda\le\tfrac12$. It equals the ratio when the ratio is a positive integer. Deuterium in the same potential shows the other case. With $D$ and $a$ fixed, $\lambda$ grows as $\sqrt\mu$, and the reduced mass rises from 0.9728 to 1.8788 u:

$$\lambda_{\mathrm{D}}=31\sqrt{\frac{1.8788}{0.9728}}\approx43.08 .$$

The condition $v<42.58$ gives $v=0,\dots,42$, which is 43 levels; diagonalization gives 43 as well.

The count is also sensitive to $b$. With $w$ held at $2170\ \mathrm{cm^{-1}}$, $b=34\ \mathrm{cm^{-1}}$ gives 32 levels and $b=36\ \mathrm{cm^{-1}}$ gives 30.

**What this says about a real Si–H bond**

A fundamental near $2100\ \mathrm{cm^{-1}}$ is typical of Si–H, but the constants describe the bottom of the well, and the upper levels are an extrapolation. In this model, breaking the bond from its ground level costs 4.04 eV. For a pure stretch this is a reasonable size: removing one hydrogen from silane costs about 4.1 eV from the minimum (B3LYP, unrelaxed SiH$_3$, 4.11 eV in a double-zeta and 4.13 eV in a triple-zeta basis), against $D=4.17$ eV here. At a real interface the hydrogen can instead leave towards neighbouring atoms, and the activation energy quoted for its thermal release is roughly 2.6 eV, or about $20970\ \mathrm{cm^{-1}}$. That is a barrier along another path, not the depth of the stretch well. The height of a Morse level above the ground level is

$$G(v)-G(0)=wv-bv(v+1),$$

which is $20580\ \mathrm{cm^{-1}}$ for $v=12$ and $21840\ \mathrm{cm^{-1}}$ for $v=13$. So 13 levels of this well, $v=0$ to $12$, lie below that energy. This is not an estimate of how many levels the real bond has, because the escape path is not the stretch coordinate, and because a one-dimensional well that did end at 2.6 eV would flatten near its top, so that its levels crowd together there. For example, a Morse well refitted to the same fundamental, $2100\ \mathrm{cm^{-1}}$, and to 2.6 eV from the ground level has $w\approx2211$ and $b\approx55.4\ \mathrm{cm^{-1}}$. Then $w/(2b)\approx19.96$, and the counting rule gives 20 levels. This refit only illustrates the sensitivity, since its $b$ no longer matches the $35\ \mathrm{cm^{-1}}$ of the stretch. The count depends on how the upper part of the well is modelled.

The top of the ladder is fragile for other reasons:

- In the highest level the mean stretch is 0.54 nm, more than three times the bond length. Hydrogen that far out would meet other atoms, which the model leaves out.
- At 125 °C the thermal energy is $277\ \mathrm{cm^{-1}}$, about 32 times the binding of that level.
- An oxide field of 5 MV/cm acting on an assumed constant charge of $0.1e$ over the mean stretch gives $219\ \mathrm{cm^{-1}}$. This is a scale, not a predicted shift, since the charge changes as the bond breaks.

Coupling to bending and to the lattice is neglected as well. The number 31 is therefore a property of the one-dimensional Morse well with these constants, not a count of states to be expected in a device.

## Calculated quantities

```
Harmonic constant w = 2170 cm^-1
Anharmonic constant b = 35 cm^-1
Reduced mass Si-H = 0.9728 u
Inverse range a = 14.212 nm^-1
Well depth D = 33635.0 cm^-1
Well depth D = 4.170 eV
Harmonic quantum from curvature = 2170.00 cm^-1
Ratio 2D/(hcw) = 31.000 (no unit)
Ratio D/(hcw), equal spacing = 15.50 (no unit)
Bound levels by diagonalization = 31 (count)
Largest deviation from G(v) = 6.2e-11 cm^-1
Ground level above minimum = 1076.25 cm^-1
Fundamental 0 to 1 = 2100.00 cm^-1
Highest bound v = 30 (quantum number)
Binding of highest level = 8.750 cm^-1
Binding of highest level = 1.085 meV
Gap between two highest levels = 70.00 cm^-1
Depth from ground level D0 = 32558.75 cm^-1
Depth from ground level D0 = 4.037 eV
Ratio 2 D0/(hcw) = 30.008 (no unit)
Reduced mass Si-D = 1.8788 u
Harmonic constant Si-D = 1561.4 cm^-1
Ratio 2D/(hcw) for Si-D = 43.082 (no unit)
Bound levels Si-D = 43 (count)
Bound levels if b = 34 cm^-1: 32 (count)
Bound levels if b = 36 cm^-1: 30 (count)
Rough interface dissociation energy = 2.6 eV
Levels less than that above ground = 13 (count)
Temperature of use = 398.15 K
Thermal energy kT = 276.7 cm^-1
Rough bond length = 0.148 nm
Mean stretch in highest level = 0.544 nm
Oxide field = 5.0 MV/cm
Assumed constant bond charge = 0.1 e
Field energy at that stretch = 219 cm^-1
```
